# Herring's Force Balance at a Junction of Anisotropic Interfaces, part 2

A grain-boundary energy can be calculated from the root angle of a surface groove. The decision is whether the surface energy may be treated as constant or its dependence on orientation must be included.

In a plane cross-section, three interfaces run from a junction $\mathbf P$ to far ends $\mathbf Q_i$. Interface $i$ leaves along $\mathbf t_i=(\cos\phi_i,\sin\phi_i)$, and $\mathbf n_i=d\mathbf t_i/d\phi_i$. Its energy per area is $\gamma_i(\phi_i)$, in J/m²; primes denote $d/d\phi_i$ at fixed lattices. The stiffness is $\gamma+\gamma''$. The first derivation moved the end of a straight interface. It gave the force $\boldsymbol\xi_i=\gamma_i\mathbf t_i+\gamma_i'\mathbf n_i$, whose second term is the torque term, and Herring's balance:

$$
\boxed{\;\sum_{i=1}^{3}\big[\gamma_i(\phi_i)\,\mathbf t_i+\gamma_i'(\phi_i)\,\mathbf n_i\big]=0\;}
\tag{2}
$$

The second derivation uses a smooth curve $\mathbf r(u)$, with $u=0$ at the junction, $u=1$ at the far end and $\mathbf r_u=d\mathbf r/du$. Its energy per unit length of junction line is

$$
E=\int_0^1F(\mathbf r_u)\,du,\qquad F(\mathbf p)=|\mathbf p|\,\gamma(\phi).
\tag{8}
$$

Here $\phi$ is the direction angle of $\mathbf p$, and the gradient of $F$ is $\boldsymbol\xi$. For a displacement $\delta\mathbf r$, with arc length $s$ and curvature $\kappa=d\phi/ds$,

$$
\delta E=\big[\boldsymbol\xi\cdot\delta\mathbf r\big]_{\rm ends}
-\int(\gamma+\gamma'')\,\kappa\,\mathbf n\cdot\delta\mathbf r\,ds .
\tag{9}
$$

In a mirror-symmetric groove, the boundary runs straight down and both surfaces rise at root angle $\beta$ to the film plane. With $\gamma,\gamma'$ taken on the right surface, $\phi=\beta$,

$$
2(\gamma\sin\beta+\gamma'\cos\beta)=\gamma_b .
\tag{5}
$$

The isotropic formula is $\gamma_b=2\gamma_0\sin\beta$. The smooth surface model is

$$
\gamma=\gamma_0[1-\varepsilon\cos4(\phi-\chi)],\qquad
\gamma'=4\varepsilon\gamma_0\sin4(\phi-\chi),
\tag{6}
$$

with $\gamma_0=1.70$ J/m², $\varepsilon=0.02$, $\gamma_b=0.60$ J/m² and cube-axis direction $\chi$. At the film's upper face $\chi=-20^\circ$ and $\beta=5.64^\circ$; at the lower, viewed upside down, $\chi=+20^\circ$ and $\beta=12.63^\circ$.

A separate example has three grain boundaries with fixed ends and $\gamma_i=\gamma_b\,[1+a\cos 2(\phi_i-\alpha_i)]$, where $a=0.10$ and $\alpha_i=45^\circ,170^\circ,15^\circ$. Minimization gave a balanced junction.

### The junction condition

Hold the far ends fixed and let the common end move by $\delta\mathbf P$. At $u=1$ the displacement is zero. At $u=0$ it is $\delta\mathbf P$, and the lower limit of the bracket supplies a minus sign. The end terms of the three interfaces add up to

$$
\delta E_{\rm ends}=-\Big(\sum_i\boldsymbol\xi_i\Big)\cdot\delta\mathbf P .
$$

In full equilibrium with fixed ends, displacements that leave the junction in place first require $(\gamma_i+\gamma_i'')\kappa_i=0$ on each interface. The remaining freedom, the displacement of the junction, then requires $\sum_i\boldsymbol\xi_i=0$, which is Herring's balance.

The same balance applies while the interfaces are still moving, provided that the junction is in local equilibrium. To see why, let the displacement fall smoothly from $\delta\mathbf P$ at the junction to zero within a short distance $\ell$ along each interface. Let the magnitude of $(\gamma+\gamma'')\kappa$ be bounded by $K$ there. If the displacement nowhere exceeds $|\delta\mathbf P|$, each bulk term is at most $K\ell|\delta\mathbf P|$. It vanishes as $\ell\to0$, while the end term does not change. Curvature near the junction cannot compensate an unbalanced sum of the $\boldsymbol\xi_i$. If the junction itself responds slowly, however, the sum need not vanish: it is then the force that drives the junction, and a law for its mobility must replace the balance.

Conservation of material does not alter the condition either. If a phase has a fixed cross-sectional area $A$, one makes $E-\lambda A$ stationary, where $\lambda$ is a multiplier. An element $ds$ displaced by $\delta\mathbf r$ sweeps an area $\mathbf n\cdot\delta\mathbf r\,ds$, up to a sign that depends on the side occupied by the phase. The area change is thus an integral along the interface with no first-order contribution from its end. It makes an equilibrium surface curved, with $(\gamma+\gamma'')\kappa$ constant, and leaves the end force as it was.

### When the balanced junction is a minimum

The gradient of $F$ also settles stability for fixed ends. Along a change $d\mathbf p$, the vector $\boldsymbol\xi$ changes by $(\gamma+\gamma'')\mathbf n\,d\phi$ with $d\phi=\mathbf n\cdot d\mathbf p/|\mathbf p|$. The second-order change of $F$ is therefore

$$
\frac12\,\frac{\gamma+\gamma''}{|\mathbf p|}\,(\mathbf n\cdot d\mathbf p)^2 .
$$

If the stiffness is positive at every orientation, this is never negative. On a line through $\mathbf p=0$ the slope of $F$ jumps from $-\gamma(\phi+\pi)$ to $\gamma(\phi)$, which is an increase because both energies are positive. Hence $F$ is convex.

For a convex function, the average of its values is at least its value at the average. Since the average of $\mathbf r_u$ over $0\le u\le1$ is $\mathbf Q-\mathbf P$, the vector from junction to far end,

$$
\int_0^1F(\mathbf r_u)\,du\;\ge\;F(\mathbf Q-\mathbf P).
$$

No curve between the two points has less energy than the straight one. The energy of three straight interfaces, $\sum_iF_i(\mathbf Q_i-\mathbf P)$, is a sum of convex functions of $\mathbf P$, so a junction that satisfies the balance is a global minimum. In the example of three grain boundaries with 10% twofold anisotropy, the stiffness is $\gamma_b[1-0.3\cos2(\phi-\alpha)]$, which is at least 0.42 J/m². The balanced junction found there is thus a global minimum. If the stiffness is negative for some orientations, this argument fails, and a straight interface may lower its energy by breaking into segments.

### A contact line on a rigid substrate

A copper film that ends on a flat dielectric has a junction of film surface, film–substrate interface and bare substrate. Let the film lie to the right of the contact line, and measure the contact angle $\theta$ through the film. The film–substrate interface points along $(1,0)$, the bare substrate along $(-1,0)$, and the film surface along $(\cos\theta,\sin\theta)$.

If the substrate neither deforms nor transports material, the contact line can move only horizontally. Of Herring's two equations, just the horizontal component remains. The torque terms of the two substrate interfaces are vertical and drop out. With $\gamma_{sv}$ for the bare substrate and $\gamma_{fs}$ for the film–substrate interface,

$$
\gamma_{fs}-\gamma_{sv}+\gamma\cos\theta-\gamma'\sin\theta=0,
$$

$$
\gamma_{sv}-\gamma_{fs}=\gamma\cos\theta-\gamma'\sin\theta .
\tag{10}
$$

With $\gamma'=0$ this is Young's relation. The derivative of the right side is $-(\gamma+\gamma'')\sin\theta$. For positive stiffness it is negative between $0$ and $180^\circ$, so there is at most one solution.

Take $\gamma_{sv}-\gamma_{fs}=-0.85$ J/m² and a film with {100} parallel to the substrate. The isotropic relation gives $\cos\theta=-0.85/1.70=-0.50$, or $120.0^\circ$. Equation (10) gives $115.3^\circ$. There $\gamma=1.707$ and $\gamma'=0.133$ J/m², and

$$
1.707(-0.427)-0.133(0.904)=-0.729-0.121=-0.850\ \text{J/m}^2 .
$$

This angle can be obtained without a force balance. A mirror-symmetric island was represented by a polygon with 80 equal edges, and its energy was minimized at fixed area. The angle extrapolated to the contact line is $115.2^\circ$ with the anisotropy and $120.0^\circ$ without it. Both agree with the formulas within the $0.3^\circ$ allowed for the finite edges. This case also includes a curved surface and an area constraint, and the contact angle still follows the end condition.

The film surface pulls upward on the contact line with $\gamma\sin\theta+\gamma'\cos\theta=1.49$ J/m². The rigid substrate supplies the opposing force. If the substrate could dissolve or otherwise transport material at the contact line, the vertical equation would have to be restored. Appreciable elastic deformation would need a separate treatment that includes the surface stress.

### What each derivation assumes

Both derivations assume fixed lattices, local equilibrium at the junction, no line energy and no concentrated elastic force. They differ in what they require of the interfaces.

The first takes each interface to be straight near the junction. It needs one derivative of $\gamma$ and shows why the torque term does not depend on length. It says nothing about curvature, and for curved interfaces it needs the estimate of the bulk term given above. The second uses a smooth curve and two derivatives of $\gamma$. In return it gives the condition along the interface, shows that an area constraint leaves the junction condition unchanged, and leads to the criterion for a minimum.

The difference matters at a facet. There $\gamma$ has a cusp: its slope jumps from $\gamma'_-$ just below the facet orientation to a larger value $\gamma'_+$ just above it. The second derivation cannot be used as written, because $\gamma''$ does not exist at the cusp. The first can still be used with one-sided derivatives.

Consider a symmetric groove whose surfaces are facets at root angle $\beta$. Raising the root by $\delta y>0$ lengthens the grain boundary and decreases $\beta$, so the lower slope applies. The energy must not fall:

$$
\gamma_b-2(\gamma\sin\beta+\gamma'_-\cos\beta)\ge0 .
$$

Lowering the root increases $\beta$ and brings in the upper slope, with all signs reversed:

$$
-\gamma_b+2(\gamma\sin\beta+\gamma'_+\cos\beta)\ge0 .
$$

Together,

$$
2(\gamma\sin\beta+\gamma'_-\cos\beta)\le\gamma_b\le
2(\gamma\sin\beta+\gamma'_+\cos\beta).
\tag{11}
$$

The equation for the angle has become a range. Within it, a change in $\gamma_b$ leaves the root angle where it is, and a measured angle yields bounds on the boundary energy instead of a value.

The size of a cusp can be estimated from steps. A surface tilted by a small angle $\alpha$ from {100} carries steps of height $h$, and their energy per area is approximately $c\,|\sin\alpha|$, where $c$ is the step energy per length divided by $h$. Rough values for copper, 0.5 eV/nm and 0.18 nm, give $c=0.445$ J/m². This is more than three times the largest torque in the smooth model, 0.136 J/m². The value is probably on the low side for the [001] steps of this cross-section. A surface made only of {100} terraces and non-interacting steps would have the energy $(1.666+0.445)/\sqrt2=1.49$ J/m² at $45^\circ$, below {100}. Matching the 1.734 J/m² of equation (6) there needs $c=0.79$ J/m². Counting nearest-neighbor bonds gives half the {100} energy, about 0.83 J/m², before step entropy lowers it at the anneal temperature. The numbers below that depend on $c$ are uncertain by about this factor of two.

Add this term to the smooth law for the lower groove, where a {100} facet corresponds to $\beta=20^\circ$. The facet energy is $1.70\times0.98=1.666$ J/m², and the smooth torque vanishes there, so $\gamma'_\pm=\pm c$. The range (11) is

$$
2(0.570\pm0.418)\ \text{J/m}^2,
$$

or 0.30 to 1.98 J/m². It contains $\gamma_b=0.60$ J/m². The root angle moves from $12.6^\circ$ to the facet at $20^\circ$ and stays there. Setting the lower limit equal to $\gamma_b$ shows that a cusp of

$$
c=\frac{0.570-0.300}{0.940}=0.287\ \text{J/m}^2
$$

would suffice. Direct minimization tests this threshold: a cusp 5% stronger locks the root at $20^\circ$, and one 5% weaker does not.

At the upper face the same addition turns the groove into a ridge, with a root angle of $-7.6^\circ$. For orientations above the facet, the step energy $c\sin(\phi-\chi)$ pulls each surface end upward with

$$
c[\sin(\phi-\chi)\sin\phi+\cos(\phi-\chi)\cos\phi]=c\cos\chi=0.418\ \text{J/m}^2 .
$$

At $\beta=0$ the smooth torque adds another 0.134 J/m². The sum exceeds the 0.300 J/m² needed from each surface, so the surfaces must slope downward away from the junction to restore the balance.

The ridge depends on adding the step energy to the smooth law at a tilt of more than $10^\circ$. If the surface is described instead by facet terraces and non-interacting steps alone, its energy in J/m² is $1.666\cos(\phi-\chi)+c\sin(\phi-\chi)$. The upward force from each surface is then

$$
1.666\sin\chi+c\cos\chi=-0.570+0.418=-0.152\ \text{J/m}^2,
$$

the same at every orientation above the facet, and for this $c$ no ridge can be in balance. That outcome also depends on the step energy. With $c=0.83$ J/m² the force is $+0.21$ J/m², and for $c$ above $(0.300+0.570)/0.940=0.93$ J/m² the root locks on the facet at $-20^\circ$, which is again a ridge. Neither the ridge nor its absence should therefore be read as a prediction for copper.

### The numbers beside real copper

The surface and boundary energies, 1.70 and 0.60 J/m², are rough values typical of copper, and 673 K is a realistic interconnect anneal. The 2% anisotropy, the tilt of $20^\circ$ and the substrate energy difference are chosen parameters. Real interconnect copper is usually covered by a liner or cap, and adsorbed impurities can change the energy of a free surface. The assumption of a smooth surface energy is also doubtful, since copper forms facets well below its melting point. In the rough estimate above, a cusp moves the lower root angle by about $7^\circ$, which is more than half of its value in the smooth model. The smooth model shows how torque enters; its angles are not predictions for faceted copper.

Three further effects are small compared with the cusp torque of 0.445 J/m². A surface-energy change of 0.075 J/m² between 300 and 673 K is about 4% of $\gamma_0$. It enters the inferred boundary energy multiplied by $2\sin\beta$, which gives 0.033 J/m² at the lower groove. A film stress of 200 MPa in one direction, with a modulus of 200 GPa and acting over 100 nm, corresponds to 0.010 J/m². This is a lower bound for copper, whose Young's modulus runs from about 190 GPa along ⟨111⟩ to about 67 GPa along ⟨100⟩, giving 0.010 to 0.030 J/m². Equal stress in both directions of a copper film gives about 0.015 to 0.035 J/m², because the biaxial modulus ranges from roughly 260 to 115 GPa with the film orientation. This contribution shrinks with the region considered, provided that the stress near the junction rises more slowly than the inverse square root of the distance. If the junction line has an energy of about $\gamma_b$ times an atomic width, bending it to a radius of 100 nm adds 0.0015 J/m². The ratio of surface energy to a substrate modulus of 70 GPa is 0.024 nm, which supports treating such an oxide-like substrate as elastically rigid. For a low-permittivity dielectric with a modulus of 3 to 10 GPa the ratio is about 0.2 to 0.6 nm, and the assumption is weaker.

For the decision about a mirror-symmetric groove, the quantity to compare with $\gamma_b$ is therefore $2|\gamma'|\cos\beta$, not the percentage variation of $\gamma$. The isotropic formula is adequate if this quantity is small compared with the error allowed in $\gamma_b$, the surface energy used is close to the local one, and the surfaces at the root are not facets. Otherwise the orientations of the grains and the slope of the surface energy are needed as well as the angle. In a groove without mirror symmetry, which is the usual case in a real film, the two surface torques generally differ and the grain boundary can have a torque of its own. Equation (2) must then be used with all three torques, unless each is known to be small. The numerical output lists the values for each case.

## Table of computed values

```
Surface energy, mean: 1.70 J/m^2; anisotropy 2 %
Largest surface torque: 0.136 J/m^2
Smallest surface stiffness: 1.190 J/m^2
Grain-boundary energy: 0.60 J/m^2
Curved path, variation, numeric: 1.3260542
Curved path, variation, formula: 1.3260542
THREE BOUNDARIES, anisotropy 10 %, ends at 100 nm
Junction position: 11.11, 19.51 nm
Boundary 1: direction 97.86 deg, energy 0.5837, torque -0.1155 J/m^2
Boundary 2: direction 219.57 deg, energy 0.5905, torque -0.1185 J/m^2
Boundary 3: direction 317.36 deg, energy 0.5744, torque 0.1085 J/m^2
Dihedral angles: 121.71, 97.79, 140.50 deg
Sum of tensions: -0.1125, -0.1869 J/m^2
Sum of torque terms: 0.1125, 0.1869 J/m^2
Residual of full balance: 4.7e-09 J/m^2
GROOVES, cube axes tilted by 20 deg in each grain
Isotropic root angle: 10.16 deg, dihedral 159.67 deg
upper: root angle 5.64 deg, dihedral 168.71 deg
upper: surface energy 1.7074, torque 0.1327 J/m^2
upper: boundary energy read isotropically 0.334 J/m^2, error -44 %
lower: root angle 12.63 deg, dihedral 154.74 deg
lower: surface energy 1.6704, torque -0.0669 J/m^2
lower: boundary energy read isotropically 0.744 J/m^2, error 24 %
CONTACT LINE, substrate energy difference -0.85 J/m^2
Contact angle, isotropic Young: 120.00 deg
Contact angle, with torque: 115.30 deg
Surface energy there: 1.7066 J/m^2
Surface torque there: 0.1334 J/m^2
Polygon island, with anisotropy: 115.22 deg
Polygon island, isotropic: 119.99 deg
Normal force carried by substrate: 1.486 J/m^2
NEGLECTED EFFECTS (rough inputs)
Step energy 0.5 eV/nm, step height 0.18 nm
Cusp torque at a {100} facet: 0.445 J/m^2
Cusp torque needed to lock lower groove: 0.287 J/m^2
Boundary energies that lock it: 0.303 to 1.976 J/m^2
Lower root angle with cusp: 20.00 deg
Upper root angle with cusp: -7.57 deg (negative: ridge)
Line energy, radius 100 nm: 0.0015 J/m^2
Film stress 200 MPa, modulus 200 GPa: 0.0100 J/m^2
Surface energy change, 300 to 673 K: 0.075 J/m^2
Substrate ridge, modulus 70 GPa: 0.024 nm
```
